**Four-block Fock exchange and global spin rotation**

For spinors with density matrix $\gamma^{\sigma\tau}(r,r')$, where $\sigma,\tau$ are up or down, the exchange kernel is $K^{\sigma\tau}(r,r')=-\gamma^{\sigma\tau}(r,r')/|r-r'|$ and the exchange energy is $E_x=\tfrac12\mathrm{Tr}(K\gamma)$. Under a constant spin rotation $U$ the energy is invariant, while the operator is covariant: $K[U\gamma U^\dagger]=UK[\gamma]U^\dagger$. The program asserts the energy and its orbital derivative against an explicit antisymmetrized three-electron wavefunction, and the kernel against real-space quadrature. It also asserts the rotation laws, the split into charge and spin parts, the collinear limit and the one-electron self-repulsion left by dropping the off-diagonal blocks. The total energies of two self-consistent H3 solutions (general Hartree–Fock, 6-31G, side 4 bohr) are compared with PySCF's own energy evaluation. For the solution with atomic spins at 120 degrees, the output shows $E_x=-0.9360$ hartree before and after a 90-degree spin rotation about $x$. The diagonal blocks alone give $-0.7121$ hartree before it and $-0.4950$ hartree after it.

## Check in Python

```python
"""Fock exchange for two-component spinors.

Result under test (atomic units, repulsion 1/|r-r'|):
  gamma^{st}(r,r') = sum_i phi_i^s(r) conj(phi_i^t(r')),  s,t = up,down
  K^{st}(r,r') = -gamma^{st}(r,r')/|r-r'|,   E_x = 1/2 Tr(K gamma)
  K[U gamma U^+] = U K[gamma] U^+ and E_x is unchanged for constant U in SU(2).
Matrices are spin-blocked: all spin-up basis functions, then all spin-down.
The spatial basis is real and symmetrically orthonormalized.
"""
import itertools
import numpy as np
from scipy.linalg import eigh, expm
from scipy.spatial.transform import Rotation
from scipy.constants import physical_constants
from pyscf import gto, scf, dft

PAULI = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def integrals(mol):
    """Orthonormalizer, one-electron matrix and repulsion integrals (pq|rs)."""
    val, vec = eigh(mol.intor("int1e_ovlp"))
    x = vec @ np.diag(val ** -0.5) @ vec.T
    h = x.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ x
    eri = np.einsum("abcd,ap,bq,cr,ds->pqrs", mol.intor("int2e"),
                    x, x, x, x, optimize=True)
    return x, h, eri


def blocks(matrix):
    n = matrix.shape[0] // 2
    return matrix.reshape(2, n, 2, n)


def exchange(eri, gamma):
    k = -np.einsum("pklq,sktl->sptq", eri, blocks(gamma), optimize=True)
    return k.reshape(gamma.shape)


def hartree(eri, gamma):
    density = np.einsum("sksl->kl", blocks(gamma))
    return np.kron(np.eye(2), np.einsum("pqkl,lk->pq", eri, density))


def half_trace(operator, gamma):
    return 0.5 * np.trace(operator @ gamma).real


def spin_diagonal(matrix):
    """Remove the up-down and down-up blocks."""
    n = matrix.shape[0] // 2
    return matrix * np.kron(np.eye(2), np.ones((n, n)))


def density_matrix(orbitals):
    return orbitals @ orbitals.conj().T


def spin_rotation(rotvec, n):
    u = expm(-0.5j * np.einsum("i,ist->st", np.array(rotvec), PAULI))
    return np.kron(u, np.eye(n))


def wavefunction_repulsion(eri, orbitals):
    """<W> from the explicit antisymmetrized three-electron wavefunction."""
    size = orbitals.shape[0]
    psi = np.zeros((size,) * 3, complex)
    for perm in itertools.permutations(range(3)):
        sign = np.linalg.det(np.eye(3)[list(perm)])
        a, b, c = (orbitals[:, j] for j in perm)
        psi += sign * np.einsum("a,b,c->abc", a, b, c) / np.sqrt(6)
    assert abs(np.vdot(psi, psi) - 1) < 1e-10
    n = size // 2
    psi = psi.reshape(2, n, 2, n, size)
    w_psi = np.einsum("prqs,arbsx->apbqx", eri, psi, optimize=True)
    return 3 * np.vdot(psi, w_psi).real      # three equivalent pairs


def charge_spin_parts(eri, gamma):
    """Integrals of |n|^2/r12 and of m_i conj(m_j)/r12, and the matrix of m."""
    g = blocks(gamma)
    n = np.einsum("sksl->kl", g)
    m = np.einsum("its,sktl->ikl", PAULI, g)
    charge = np.einsum("pklq,kl,pq->", eri, n, n.conj(), optimize=True).real
    spin = np.einsum("pklq,ikl,jpq->ij", eri, m, m.conj(), optimize=True)
    return charge, spin, m


# ---------------------------------------------------------------- H3 molecule
side = 4.0
mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (side, 0, 0)],
                  ["H", (side / 2, side * np.sqrt(3) / 2, 0)]],
            unit="Bohr", basis="6-31g", spin=1, verbose=0)
x, h, eri = integrals(mol)
n = h.shape[0]
h_spin = np.kron(np.eye(2), h)

# ------------------------------------------- tests on generic complex spinors
rng = np.random.default_rng(7)
raw = rng.normal(size=(2 * n, 3)) + 1j * rng.normal(size=(2 * n, 3))
orb = np.linalg.qr(raw)[0]
gam = density_matrix(orb)
k_gen, j_gen = exchange(eri, gam), hartree(eri, gam)
ex_gen = half_trace(k_gen, gam)

# Energy: explicit wavefunction against Hartree plus four-block exchange.
w_gen = wavefunction_repulsion(eri, orb)
assert abs(w_gen - half_trace(j_gen, gam) - ex_gen) < 1e-9

# Operator: derivative of the wavefunction energy along an orbital rotation.
b = rng.normal(size=(2 * n, 2 * n)) + 1j * rng.normal(size=(2 * n, 2 * n))
gen = b - b.conj().T
gen /= np.linalg.norm(gen, 2)
step = 1e-4
slope_fd = (wavefunction_repulsion(eri, expm(step * gen) @ orb)
            - wavefunction_repulsion(eri, expm(-step * gen) @ orb)) / (2 * step)
d_gam = gen @ gam - gam @ gen
slope = np.trace((j_gen + k_gen) @ d_gam).real
slope_cut = np.trace((j_gen + spin_diagonal(k_gen)) @ d_gam).real
assert abs(slope_fd - slope) < 1e-6
assert abs(slope_fd - slope_cut) > 1e-4

# Kernel: real-space quadrature of -gamma(r,r')/|r-r'| between basis functions.
grid = dft.gen_grid.Grids(mol)
grid.level = 3
grid.build()
chi = dft.numint.eval_ao(mol, grid.coords) @ x
pot = mol.intor("int1e_grids", grids=grid.coords)
pot = np.einsum("gab,ap,bq->gpq", pot, x, x, optimize=True)
c = orb.reshape(2, n, 3)
phi_r = np.einsum("gk,ski->sgi", chi, c)
left = np.einsum("g,gp,sgi->spgi", grid.weights, chi, phi_r, optimize=True)
right = np.einsum("gql,tli->tgqi", pot, c.conj(), optimize=True)
k_quad = -np.einsum("spgi,tgqi->sptq", left, right, optimize=True)
quad_error = np.max(np.abs(k_quad.reshape(2 * n, 2 * n) - k_gen))
assert quad_error < 1e-4                     # limited by the molecular grid

# Global rotation about a generic axis.
rotvec = [0.7, -0.4, 1.1]
u = spin_rotation(rotvec, n)
gam_u = u @ gam @ u.conj().T
k_u = exchange(eri, gam_u)
assert np.allclose(k_u, u @ k_gen @ u.conj().T, atol=1e-11)
assert abs(half_trace(k_u, gam_u) - ex_gen) < 1e-10
assert abs(wavefunction_repulsion(eri, u @ orb) - w_gen) < 1e-9
assert np.max(np.abs(k_u - k_gen)) > 1e-3    # covariant, not unchanged

# Charge-spin form, and axis dependence when off-diagonal blocks are dropped.
charge, spin, _ = charge_spin_parts(eri, gam)
assert abs(ex_gen + (charge + np.trace(spin).real) / 4) < 1e-10
r = Rotation.from_rotvec(rotvec).as_matrix()
cut_predicted = -(charge + (r @ spin @ r.T)[2, 2].real) / 4
assert abs(half_trace(spin_diagonal(k_u), gam_u) - cut_predicted) < 1e-10


# ---------------------------------------------------- self-consistent H3 states
def solve(angles_deg):
    """General Hartree-Fock from one electron per atom, spins in the xz plane."""
    start = np.zeros((2 * n, 3))
    per_atom = n // 3
    for atom, angle in enumerate(np.radians(angles_deg)):
        spatial = np.zeros(n)
        spatial[atom * per_atom:(atom + 1) * per_atom] = per_atom ** -0.5
        start[:, atom] = np.kron([np.cos(angle / 2), np.sin(angle / 2)], spatial)
    gamma = density_matrix(start)
    for _ in range(1000):
        fock = h_spin + hartree(eri, gamma) + exchange(eri, gamma)
        orbitals = eigh(fock)[1][:, :3]
        new = density_matrix(orbitals)
        change = np.linalg.norm(new - gamma)
        gamma = new
        if change < 1e-9:
            return orbitals, gamma
    raise RuntimeError("self-consistency not reached")


def total_energy(gamma):
    return (np.trace(h_spin @ gamma).real + half_trace(hartree(eri, gamma), gamma)
            + half_trace(exchange(eri, gamma), gamma) + mol.energy_nuc())


orb_nc, g_nc = solve([0, 120, 240])
orb_col, g_col = solve([0, 0, 180])
e_nc, e_col = total_energy(g_nc), total_energy(g_col)
assert e_nc < e_col - 1e-5
x_spin = np.kron(np.eye(2), x)
for gamma, energy in ((g_nc, e_nc), (g_col, e_col)):
    reference = scf.GHF(mol).energy_tot(dm=x_spin @ gamma @ x_spin.T)
    assert abs(reference - energy) < 1e-8

# Collinear limit: only diagonal blocks; K fixed by z rotations, not by x ones.
k_col = exchange(eri, g_col)
assert np.max(np.abs(g_col - spin_diagonal(g_col))) < 1e-6
uz, ux = spin_rotation([0, 0, 1.0], n), spin_rotation([np.pi / 2, 0, 0], n)
assert np.allclose(exchange(eri, uz @ g_col @ uz.conj().T), k_col, atol=1e-5)
change_col = np.max(np.abs(exchange(eri, ux @ g_col @ ux.conj().T) - k_col))
assert change_col > 1e-2

# Noncollinear state before and after a 90 degree rotation about x.
g_rot = ux @ g_nc @ ux.conj().T
charge, spin, m = charge_spin_parts(eri, g_nc)
parts = -np.array([charge, *np.diag(spin).real]) / 4
assert np.allclose(m[1], -m[1].T, atol=1e-10)  # m_y(r,r) = 0 everywhere
assert abs(parts[2]) > 1e-6                    # but m_y(r,r') is not zero
assert abs(parts[1] - parts[3]) < 1e-6         # isotropic in the spin plane


def report_state(gamma):
    k = exchange(eri, gamma)
    block_energy = 0.5 * np.einsum("sptq,tqsp->st", blocks(k), blocks(gamma)).real
    base = h_spin + hartree(eri, gamma)
    full_level = eigh(base + k, eigvals_only=True)[2]
    cut_level = eigh(base + spin_diagonal(k), eigvals_only=True)[2]
    return block_energy, full_level, cut_level


before, after = report_state(g_nc), report_state(g_rot)
ex_nc = before[0].sum()
assert abs(ex_nc - after[0].sum()) < 1e-10
assert abs(before[1] - after[1]) < 1e-9
assert abs(before[2] - after[2]) > 1e-3
assert abs(np.trace(before[0]) - parts[0] - parts[3]) < 1e-10
assert abs(np.trace(after[0]) - parts[0] - parts[2]) < 1e-10
w_nc = wavefunction_repulsion(eri, orb_nc)
eh_nc = half_trace(hartree(eri, g_nc), g_nc)
assert abs(w_nc - eh_nc - ex_nc) < 1e-9

local = np.array([[np.trace(m[i][a:a + n // 3, a:a + n // 3]).real
                   for i in range(3)] for a in range(0, n, n // 3)])
length = np.linalg.norm(local, axis=1)
angle12 = np.degrees(np.arccos(local[0] @ local[1] / (length[0] * length[1])))
assert abs(angle12 - 120) < 1e-3

# ---------------------------------------------------- one electron: H atom
atom = gto.M(atom="H 0 0 0", basis="cc-pvtz", spin=1, verbose=0)
_, h_atom, eri_atom = integrals(atom)
orbital_1s = eigh(h_atom)[1][:, 0]
for theta in (0.0, 0.7, np.pi / 2):
    spinor = np.kron([np.cos(theta / 2), np.sin(theta / 2)], orbital_1s)
    g1 = np.outer(spinor, spinor)
    eh1 = half_trace(hartree(eri_atom, g1), g1)
    k1 = exchange(eri_atom, g1)
    full_sum = eh1 + half_trace(k1, g1)
    cut_sum = eh1 + half_trace(spin_diagonal(k1), g1)
    assert abs(full_sum) < 1e-10
    assert abs(cut_sum - 0.5 * eh1 * np.sin(theta) ** 2) < 1e-10

# ---------------------------------------------------------------- output
print("GENERIC COMPLEX SPINORS (H3 basis)")
print(f"repulsion from wavefunction        {w_gen:.8f} hartree")
print(f"Hartree plus four-block exchange   {half_trace(j_gen, gam) + ex_gen:.8f} hartree")
print(f"energy slope, finite difference    {slope_fd:.7f} hartree")
print(f"energy slope, full K               {slope:.7f} hartree")
print(f"energy slope, diagonal blocks only {slope_cut:.7f} hartree")
print(f"largest kernel quadrature error    {quad_error:.1e} hartree")
print("H3 TRIANGLE, general Hartree-Fock, 6-31G")
print(f"side length                        {side:.1f} bohr")
print(f"total energy, 120-degree state     {e_nc:.6f} hartree")
print(f"total energy, collinear state      {e_col:.6f} hartree")
print(f"collinear minus 120-degree         {e_col - e_nc:.6f} hartree")
print(f"angle between atomic spins 1 and 2 {angle12:.3f} degrees")
print(f"atomic spin polarization |m|       {length[0]:.4f} electrons")
print(f"repulsion from wavefunction        {w_nc:.6f} hartree")
print(f"Hartree energy                     {eh_nc:.6f} hartree")
print(f"exchange energy                    {ex_nc:.6f} hartree")
print(f"exchange energy, converted         {ex_nc * HARTREE_EV:.4f} eV")
for name, value in zip(("charge n", "spin m_x", "spin m_y", "spin m_z"), parts):
    print(f"exchange part from {name}        {value:.6f} hartree")
for title, data in (("BEFORE ROTATION", before),
                    ("AFTER 90 DEGREES ABOUT X", after)):
    e = data[0]
    print(title)
    print(f"up-up exchange                     {e[0, 0]:.6f} hartree")
    print(f"down-down exchange                 {e[1, 1]:.6f} hartree")
    print(f"up-down plus down-up exchange      {e[0, 1] + e[1, 0]:.6f} hartree")
    print(f"sum of four blocks                 {e.sum():.6f} hartree")
    print(f"sum of diagonal blocks             {np.trace(e):.6f} hartree")
    print(f"highest occupied level, full K     {data[1]:.6f} hartree")
    print(f"third level, diagonal K only       {data[2]:.6f} hartree")
print("COLLINEAR H3 STATE")
print(f"largest change of K, 90 deg about x {change_col:.4f} hartree")
print("HYDROGEN ATOM, cc-pVTZ, spin tipped 90 degrees from z")
print(f"Hartree energy                     {eh1:.6f} hartree")
print(f"Hartree plus full exchange         {abs(full_sum):.6f} hartree")
print(f"Hartree plus diagonal exchange     {cut_sum:.6f} hartree")
print("all assertions hold")
```

Running it gives:

```
GENERIC COMPLEX SPINORS (H3 basis)
repulsion from wavefunction        1.05252849 hartree
Hartree plus four-block exchange   1.05252849 hartree
energy slope, finite difference    0.0193878 hartree
energy slope, full K               0.0193878 hartree
energy slope, diagonal blocks only 0.0284208 hartree
largest kernel quadrature error    4.6e-07 hartree
H3 TRIANGLE, general Hartree-Fock, 6-31G
side length                        4.0 bohr
total energy, 120-degree state     -1.494458 hartree
total energy, collinear state      -1.492667 hartree
collinear minus 120-degree         0.001791 hartree
angle between atomic spins 1 and 2 120.000 degrees
atomic spin polarization |m|       0.9527 electrons
repulsion from wavefunction        0.749358 hartree
Hartree energy                     1.685334 hartree
exchange energy                    -0.935976 hartree
exchange energy, converted         -25.4692 eV
exchange part from charge n        -0.491624 hartree
exchange part from spin m_x        -0.220464 hartree
exchange part from spin m_y        -0.003425 hartree
exchange part from spin m_z        -0.220464 hartree
BEFORE ROTATION
up-up exchange                     -0.356044 hartree
down-down exchange                 -0.356044 hartree
up-down plus down-up exchange      -0.223888 hartree
sum of four blocks                 -0.935976 hartree
sum of diagonal blocks             -0.712088 hartree
highest occupied level, full K     -0.446668 hartree
third level, diagonal K only       -0.272502 hartree
AFTER 90 DEGREES ABOUT X
up-up exchange                     -0.247524 hartree
down-down exchange                 -0.247524 hartree
up-down plus down-up exchange      -0.440927 hartree
sum of four blocks                 -0.935976 hartree
sum of diagonal blocks             -0.495048 hartree
highest occupied level, full K     -0.446668 hartree
third level, diagonal K only       -0.142007 hartree
COLLINEAR H3 STATE
largest change of K, 90 deg about x 0.2651 hartree
HYDROGEN ATOM, cc-pVTZ, spin tipped 90 degrees from z
Hartree energy                     0.312534 hartree
Hartree plus full exchange         0.000000 hartree
Hartree plus diagonal exchange     0.156267 hartree
all assertions hold
```
